\section*{When a single-site defect binds an electron on a simple-cubic lattice}

\section{The problem}

An electron moves on an infinite simple-cubic lattice with one orbital per site. The site energy is zero and nearest neighbours are joined by a hopping amplitude $-t$, with $t>0$. At one site, the origin, the energy is shifted by $U$; the hoppings around it are unchanged. With wavevectors measured in units of the inverse lattice constant, the host band is
\begin{equation}
E(\mathbf k)=-2t(\cos k_x+\cos k_y+\cos k_z),\qquad -6t\le E(\mathbf k)\le 6t .
\end{equation}
The on-site Green function of the host is
\begin{equation}
G(E)=\int\frac{d^3k}{(2\pi)^3}\,\frac{1}{E-E(\mathbf k)},\qquad -\pi<k_i\le\pi .
\end{equation}

\begin{enumerate}
\item[(a)] Find the condition for a bound state and show that none lies inside the band.
\item[(b)] Show that binding needs a minimum $|U|$, and express it through $G(-6t)$.
\item[(c)] Evaluate $G(-6t)$ by hand to four digits, and so find the minimum $|U|$.
\item[(d)] Find the depth and size of the bound state near the threshold, and its depth for large $|U|$.
\item[(e)] Take $t=1.0$ eV and lattice constant $a=0.41$ nm. Do neutral defects with $U=-2.0$ eV and $U=-4.5$ eV trap an electron? How far can the answer be trusted in a real oxide?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Transform the Schr\"odinger equation to $\mathbf k$-space. The defect contributes a constant. Then ask whether the solution can be normalized.
\item[(b)] Below the band, how does $G$ vary with energy? For $U>0$, shift every $k_i$ by $\pi$.
\item[(c)] Expand the integrand in a geometric series. Each term is the probability that a random walk returns to its start. Add the first few exactly and the rest from their large-order form.
\item[(d)] Near the edge only small $k$ matters. Far below it, expand $G$ in $1/E$.
\item[(e)] Compare the depth with each energy that the model leaves out.
\end{enumerate}

\section{Solution}

\subsection*{(a) The bound-state condition}

Let $\psi_{\mathbf r}$ be the amplitude on site $\mathbf r$ and $\psi(\mathbf k)=\sum_{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}\psi_{\mathbf r}$. The defect acts on $\psi_0$ alone, and the transform of a term on the origin is a constant:
\begin{equation}
[E-E(\mathbf k)]\,\psi(\mathbf k)=U\psi_0 .
\end{equation}
If $\psi_0=0$, then $\psi(\mathbf k)$ vanishes except where $E(\mathbf k)=E$, a set of zero volume, and there is no state. So $\psi_0\neq0$. Dividing by the bracket and averaging over $\mathbf k$, which returns $\psi_0$ on the left, gives
\begin{equation}
1=U\,G(E).
\label{cond}
\end{equation}
The state must also have a finite norm,
\begin{equation}
\sum_{\mathbf r}|\psi_{\mathbf r}|^2=U^2|\psi_0|^2\int\frac{d^3k}{(2\pi)^3}\frac{1}{[E-E(\mathbf k)]^2}.
\label{norm}
\end{equation}
For $|E|<6t$ the equation $E(\mathbf k)=E$ defines a surface. The gradient of $E(\mathbf k)$ vanishes only at isolated points, so elsewhere on the surface $E-E(\mathbf k)$ is proportional to the distance $x$ from it. The norm then contains $\int dx/x^2$, which diverges. No bound state lies inside the band.

At the edge $E=-6t$ we have $E(\mathbf k)+6t\approx tk^2$ near $\mathbf k=0$, and the norm contains $\int k^2dk/k^4$, which diverges too. A bound state must therefore lie strictly outside the band.

\subsection*{(b) The threshold}

Write $E=-6t-\delta$ with depth $\delta>0$, and let $w(\mathbf k)=E(\mathbf k)+6t\ge0$. Then $G=-g(\delta)$ with
\begin{equation}
g(\delta)=\int\frac{d^3k}{(2\pi)^3}\frac{1}{\delta+w(\mathbf k)}>0 .
\end{equation}
The integrand falls as $\delta$ grows, so $g$ decreases steadily from $g(0)$ to zero. The value $g(0)$ is finite, because near $\mathbf k=0$ it contains $\int k^2dk/k^2$. For $U<0$, Eq.~(\ref{cond}) reads $1/|U|=g(\delta)$. It has one solution if $1/|U|<g(0)$ and none otherwise, so binding requires
\begin{equation}
|U|>U_c=\frac{1}{g(0)}=\frac{1}{|G(-6t)|}.
\end{equation}
Above the band $G$ is positive, and an attractive defect has no state there.

For $U>0$, shifting each $k_i$ by $\pi$ reverses the sign of $E(\mathbf k)$, so $G(-E)=-G(E)$. A solution for $U$ at energy $E$ is then a solution for $-U$ at $-E$. A repulsive defect binds one state above the band under the same condition on $|U|$.

The dimension matters. In $d$ dimensions the edge integral contains $\int k^{d-1}dk/k^2$, which diverges for $d=1$ and $d=2$. There $g(0)$ is infinite and any $U\neq0$ binds. In three dimensions $g(0)$ is finite, and writing $\psi_0$ as the average of $\sqrt w\,\psi(\mathbf k)\cdot1/\sqrt w$, the Cauchy--Schwarz inequality gives
\begin{equation}
\int\frac{d^3k}{(2\pi)^3}\,w\,|\psi(\mathbf k)|^2\ \ge\ \frac{|\psi_0|^2}{g(0)}=U_c|\psi_0|^2 .
\end{equation}
The left side is the hopping energy given up, and the defect returns only $|U||\psi_0|^2$. An attraction weaker than $U_c$ cannot repay the cost, however widely the state spreads.

\subsection*{(c) The value at the edge}

Define $\gamma(\mathbf k)=\frac13(\cos k_x+\cos k_y+\cos k_z)$, so that $w=6t(1-\gamma)$ and
\begin{equation}
g(0)=\frac{1}{6t}\int\frac{d^3k}{(2\pi)^3}\frac{1}{1-\gamma}
=\frac{1}{6t}\int\frac{d^3k}{(2\pi)^3}(1+\gamma)\sum_{n=0}^\infty\gamma^{2n}.
\end{equation}
Every term in the last form is non-negative, so the sum and the integral may be exchanged. Since $\gamma$ is the mean of $e^{i\mathbf k\cdot\mathbf d}$ over the six neighbour vectors $\mathbf d$, the average of $\gamma^m$ is the fraction of $m$-step walks that end where they began. It vanishes for odd $m$. Hence
\begin{equation}
g(0)=\frac1{6t}\sum_{n=0}^{\infty}p_{2n},\qquad
p_{2n}=\frac1{6^{2n}}\sum_{i+j+l=n}\frac{(2n)!}{(i!\,j!\,l!)^2}.
\end{equation}
Here $i$, $j$, $l$ count the forward steps along each axis, which equal the backward steps. For $n=2$, walks along one axis number $3\cdot4!/(2!)^2=18$ and walks using two axes number $3\cdot4!=72$, together 90. In the same way the counts for $n=0,\dots,5$ are $1,\ 6,\ 90,\ 1860,\ 44730,\ 1172556$. Dividing by $36^n$ and adding,
\begin{equation}
1+0.166667+0.069444+0.039866+0.026631+0.019392=1.322000 .
\end{equation}

For large $n$, $\gamma^{2n}$ is concentrated where $|\gamma|$ is near 1: around $\mathbf k=0$ and, equally, around $(\pi,\pi,\pi)$. Near $\mathbf k=0$,
\begin{equation}
\gamma\approx1-\frac{k^2}{6}+\frac{\sum_ik_i^4}{72},\qquad
\ln\gamma\approx-\frac{k^2}{6}+\frac{\sum_ik_i^4-k^4}{72},
\end{equation}
where the last term comes from $-\frac12(k^2/6)^2$. Therefore
\begin{equation}
p_{2n}\approx2\int\frac{d^3k}{(2\pi)^3}e^{-nk^2/3}\left[1+\frac{n}{36}\Big(\sum_ik_i^4-k^4\Big)\right].
\end{equation}
The Gaussian integral is $(3\pi/n)^{3/2}/(2\pi)^3=(3/4\pi n)^{3/2}$. Each $k_i$ has variance $\sigma^2=3/(2n)$, so $\langle\sum_ik_i^4\rangle=9\sigma^4$ and $\langle k^4\rangle=9\sigma^4+6\sigma^4=15\sigma^4$. The correction is $\frac{n}{36}(-6)\frac{9}{4n^2}=-\frac{3}{8n}$, and
\begin{equation}
p_{2n}\approx A\,n^{-3/2}\left(1-\frac{3}{8n}\right),\qquad A=2\left(\frac{3}{4\pi}\right)^{3/2}=0.233291 .
\end{equation}
To sum the terms beyond $n=N$, replace each by the integral over the unit interval centred on it. The integral starts at $M=N+\frac12$:
\begin{equation}
\sum_{n>N}p_{2n}\approx A\left[\frac{2}{M^{1/2}}-\frac{1}{4M^{3/2}}\right].
\end{equation}
For $N=5$ this is $0.233291\,(0.85280-0.01938)=0.19443$. The total is $1.51643$. Carrying the exact sum to $N=20$ gives $1.413966+0.102422=1.516388$, a change of about $4\times10^{-5}$.

A second route avoids the series. Using $1/(\delta+w)=\int_0^\infty d\tau\,e^{-\tau(\delta+w)}$ and $\int_{-\pi}^{\pi}\frac{dk}{2\pi}e^{2t\tau\cos k}=I_0(2t\tau)$, with $I_0$ the modified Bessel function,
\begin{equation}
g(\delta)=\int_0^\infty d\tau\,e^{-\delta\tau}\left[e^{-2t\tau}I_0(2t\tau)\right]^3 .
\label{bessel}
\end{equation}
Numerical quadrature at $\delta=0$ gives $6t\,g(0)=1.516386$. Thus
\begin{equation}
G(-6t)=-\frac{1.51639}{6t}=-\frac{0.25273}{t},\qquad
U_c=\frac{6t}{1.51639}=3.957\,t .
\end{equation}

The threshold also shows in finite crystals. In periodic cubes of $12^3$ and $24^3$ sites, diagonalization puts the lowest level below $-6t$ by $0.01087t$ and $0.00169t$ for $U=-3.5t$, so the shift fades as the crystal grows. For $U=-4.5t$ the shifts are $0.14113t$ and $0.13614t$, and they settle at a finite depth.

The value is well below $6t$, the shift that would bring an isolated defect orbital down to the band edge. The bound electron need not sit wholly on the defect; by spreading to neighbours it keeps part of its hopping energy.

\subsection*{(d) Depth and size}

\textbf{Near threshold.} Subtract the two values of $g$:
\begin{equation}
g(0)-g(\delta)=\int\frac{d^3k}{(2\pi)^3}\frac{\delta}{w(\delta+w)} .
\end{equation}
For small $\delta$ the integral comes from small $k$, where $w\approx tk^2$. With $d^3k=4\pi k^2dk$,
\begin{equation}
g(0)-g(\delta)\approx\frac{\delta}{2\pi^2t}\int_0^\infty\frac{dk}{\delta+tk^2}
=\frac{\delta}{2\pi^2t}\,\frac{\pi}{2\sqrt{\delta t}}=\frac{1}{4\pi t}\sqrt{\frac{\delta}{t}} .
\end{equation}
Setting $g(\delta)=1/|U|$ and $g(0)=1/U_c$ gives
\begin{equation}
\delta\approx16\pi^2t\left(\frac{t}{U_c}-\frac{t}{|U|}\right)^2 .
\label{law}
\end{equation}
The depth starts quadratically, so a defect slightly above threshold is a very shallow trap. At $|U|=4t$ the law gives $0.00118t$, against $0.00117t$ from solving $1/|U|=g(\delta)$ with Eq.~(\ref{bessel}). At $4.5t$ it gives $0.147t$ against $0.136t$, about 8\% too deep.

\textbf{Size.} From Eq.~(\ref{norm}), the weight of the normalized state on the defect is
\begin{equation}
|\psi_0|^2=\left[U^2\int\frac{d^3k}{(2\pi)^3}\frac{1}{(\delta+w)^2}\right]^{-1}
\approx\frac{8\pi t^{3/2}\sqrt\delta}{U^2}\quad(\delta\to0),
\end{equation}
where the limit uses $\int_0^\infty k^2dk/(\delta+tk^2)^2=\pi/(4t^{3/2}\sqrt\delta)$. The weight vanishes at threshold. It is 5\% at $|U|=4t$, 43\% at $4.5t$ and 77\% at $6t$.

For the decay, sum $\psi_{\mathbf r}$ over each plane of constant $x$. This selects $k_y=k_z=0$ and leaves a chain equation for the plane sums $P_x$. Away from the defect plane,
\begin{equation}
(E+4t)P_x+t(P_{x+1}+P_{x-1})=0 .
\end{equation}
Inserting $P_x\propto e^{-\kappa|x|}$ and $E=-6t-\delta$ gives
\begin{equation}
2t(\cosh\kappa-1)=\delta .
\label{decay}
\end{equation}
In physical units the decay length of the plane-summed amplitude is $a/\kappa$.

\textbf{Deep level.} For large $|E|$, expand $G=1/E+\langle E(\mathbf k)^2\rangle/E^3+\dots$. The average of $E(\mathbf k)^2$ is $4t^2\cdot\frac32=6t^2$. Then $1/|U|\approx(1/|E|)(1+6t^2/E^2)$, so to this order
\begin{equation}
|E|\approx|U|+\frac{6t^2}{|U|} .
\end{equation}
This is the defect orbital lowered by second-order hopping to its six neighbours. At $|U|=6t$ it gives $\delta\approx1.00t$, against the solved value $1.10t$.

\subsection*{(e) Two defects in an oxide}

The mass at the band edge follows from $tk^2a^2=\hbar^2k^2/2m$, with $k$ now in physical units: $m=\hbar^2/(2ta^2)=0.227$ electron masses. The threshold is $3.957$ eV.

The shift of $-2.0$ eV reaches $0.505$ of the threshold and binds nothing. The shift of $-4.5$ eV exceeds it by 14\%. Its level is $0.136$ eV below the band. Equation~(\ref{decay}) gives $\cosh\kappa=1.068$, $\kappa=0.367$ and a decay length of $0.41/0.367=1.1$ nm. The trap is this shallow, despite a shift of 4.5 eV, because the shift lies only a little above the threshold.

\textbf{The real case.} These parameters are rough values in the regime of barium stannate, whose tin sites form a simple-cubic lattice and whose conduction-band edge is mainly of tin $s$ character. The defect stands for a neutral substituent on a tin site. The shifts are trial values; $-4.5$ eV is large for such a substitution and was chosen to lie just above threshold. The cosine band is 12 eV wide, and its upper part should not be taken as a description of the oxide, where other bands intervene. To see how much band shape matters, add a second-neighbour hopping of $0.1$ eV and reduce $t$ to $0.6$ eV. The edge mass is fixed, since it depends on $t+4t_2$. The width falls to $7.2$ eV and the threshold to $3.52$ eV, 11\% lower. The edge mass alone therefore does not fix the threshold. The $-2.0$ eV defect still fails to bind. The level at $-4.5$ eV, however, deepens from $0.136$ to $0.47$ eV: close to threshold, a modest change in the band changes the depth severalfold. The threshold alone does not fix the depth: in Variation 1 a nearly equal threshold, $3.53$ eV, goes with a depth of $0.29$ eV.

The depth of the second trap is much less secure, because the neglected energies are as large as the depth itself.

\emph{Lattice polarization.} The trapped charge displaces the surrounding ions. For the fixed density $n_{\mathbf r}=|\psi_{\mathbf r}|^2$, linear response gives an energy gain
\begin{equation}
\frac12\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)\frac{e^2}{4\pi\epsilon_0a}\,S,
\end{equation}
where $S$ is the sum of $n_{\mathbf r}n_{\mathbf r'}$ over the separation in units of $a$, each site being treated as a uniform sphere of the cell volume. Here $S=0.83$, of which about $0.37$ comes from the same-site terms and so rests on the uniform-sphere convention. With rough permittivities $\epsilon_\infty=4$ (electronic) and $\epsilon_s=20$ (static), the gain is $0.29$ eV, twice the depth. A free electron also gains polarization energy, so the two numbers cannot simply be added. The use of bulk permittivities at atomic distances is itself crude.

\emph{A second electron.} With electronic screening alone, two electrons in this orbital repel by $0.73$ eV, far more than the depth. If the ions follow, the repulsion falls to $0.73\times4/20=0.15$ eV. The one-electron model cannot decide the occupation.

\emph{Temperature and field.} At 300 K the depth is $5.3\,k_BT$, and the Boltzmann factor for release is about $0.005$. In a field $F$ the barrier is triangular. Its tunnelling exponent is
\begin{equation}
\frac{2}{a\sqrt t}\int_0^{\delta/eF}\!\!\sqrt{\delta-eFx}\;dx=\frac{4\,\delta^{3/2}}{3a\sqrt t\,eF} .
\end{equation}
At 1 MV/cm, or $0.1$ V/nm, this is $1.6$ with a barrier $1.4$ nm wide. Such a small exponent means that the barrier hardly holds the electron. With a depth of $0.136$ eV the defect cannot serve as a lasting charge store at that field. The exponent grows as $\delta^{3/2}$, and for the $0.47$ eV found with the second band shape it would be about 10. Even then, with $10^{13}$ to $10^{14}$ escape attempts per second, a factor $e^{-10}$ lets the electron out within nanoseconds, so neither depth gives a lasting store at that field. Lattice polarization, left out of this estimate, would deepen the trap and slow the escape.

\section{Variation 1: altered hopping at the defect}

Let the six hoppings to the defect be $-\lambda t$. The defect equation is $(E-U)\psi_0=-\lambda t\sum_{\mathbf d}\psi_{\mathbf d}$. Solving the other sites for $\psi_{\mathbf d}$ gives a response proportional to $-\lambda t\,\psi_0$, so
\begin{equation}
E-U=\lambda^2S_h(E),
\end{equation}
where $S_h$ belongs to the lattice with the origin removed. The unaltered host has $G=1/(E-S_h)$, hence $S_h=E-1/G$.

Below the band $S_h$ decreases with $E$, being a sum of positive weights over $E$ minus a level energy. So $E-U-\lambda^2S_h$ increases, and it has a root below $-6t$ if and only if it is positive at the edge. There $1/G=-U_c$, and for $U<0$ the condition is
\begin{equation}
|U|>6t-\lambda^2(6t-U_c)=(6-2.043\lambda^2)\,t .
\end{equation}
For $t=1$ eV, a 10\% weaker hopping raises the threshold to $4.34$ eV and a 10\% stronger one lowers it to $3.53$ eV. The first is close to $4.5$ eV; the second deepens the level at $-4.5$ eV from $0.136$ to $0.291$ eV. For $\lambda^2>6/2.043$, or $\lambda>1.71$, the defect binds without any energy shift.

\section{Variation 2: a charged defect}

Give the defect one positive charge and set $U=0$. Far from it the electron feels $-C/(\epsilon_sr)$, with $C=e^2/4\pi\epsilon_0$. If the state is wide, the band may be replaced by its parabolic edge:
\begin{equation}
-ta^2\nabla^2\psi-\frac{C}{\epsilon_sr}\psi=-\delta\,\psi .
\end{equation}
For $\psi=e^{-r/b}$, $\nabla^2\psi=(1/b^2-2/br)\psi$. Matching the $1/r$ terms and then the constants gives
\begin{equation}
b=\frac{2ta^2\epsilon_s}{C}=4.67\ \text{nm},\qquad
\delta=\frac{ta^2}{b^2}=7.7\ \text{meV}.
\end{equation}
The radius is about 11 lattice constants, which supports the parabolic band. On the lattice itself the level lies between $7.6$ and $7.7$ meV as the potential on the defect site is taken between $0$ and $-0.4$ eV. A level exists although $U=0$: the threshold of part (b) belongs to short-range defects. This level is shallower than $k_BT=26$ meV at room temperature, so it is a donor level rather than a deep trap.

\section*{Numbers as computed}
\begin{verbatim}
Closed walks and return probabilities (pure numbers)
  2n= 0  walks=       1  p=1.0000000
  2n= 2  walks=       6  p=0.1666667
  2n= 4  walks=      90  p=0.0694444
  2n= 6  walks=    1860  p=0.0398663
  2n= 8  walks=   44730  p=0.0266311
  2n=10  walks= 1172556  p=0.0193919
Tail amplitude 2(3/4pi)^1.5 = 0.233291 (pure number)
N=5:  sum 1.322000 + tail 0.194429 = 1.516430
N=20: sum 1.413966 + tail 0.102422 = 1.516388
Same sum from Bessel quadrature = 1.516386
Edge Green function |G(-6t)| = 0.252731 /t
Edge |G| from k-grid = 0.252731 /t
Threshold from N=5 sum = 3.9567 t
Threshold Uc = 3.95678 t
Bound level: |U|/t, depth/t, edge-law depth/t, on-site weight
  4.0  0.00117  0.00118  0.0531
  4.5  0.13611  0.14698  0.4315
  5.0  0.40079  0.43909  0.6086
  6.0  1.10392  1.16968  0.7730
Lowest-level shift below -6t in periodic crystals, units of t
  |U|=3.5 t: L=12 0.01087, L=24 0.00169
  |U|=4.5 t: L=12 0.14113, L=24 0.13614
Example: t = 1.00 eV, a = 0.41 nm, mass = 0.227 m_e
Band width 12t = 12.0 eV
Threshold = 3.957 eV
Weak shift 2.0 eV: |U|/Uc = 0.505
Strong shift 4.5 eV: |U|/Uc = 1.137
Depth of its level = 0.1361 eV
On-site weight = 0.4315 (pure number)
kappa a = 0.3669, decay length = 1.118 nm
Threshold, defect hopping x0.9: 4.345 eV
Threshold, defect hopping x1.1: 3.528 eV
Depth at 4.5 eV, defect hopping x1.1: 0.2906 eV
Same mass, t = 0.6 eV, t2 = 0.1 eV:
  band width 7.20 eV, threshold 3.520 eV
Permittivities: electronic 4, static 20
Charged defect: level 7.71 meV, radius 4.67 nm
Density self-interaction sum = 0.8287 /a
Lattice polarization energy = 0.291 eV
Repulsion of a second electron = 0.728 eV
kT at 300 K = 0.02585 eV, depth/kT = 5.27
Tunnelling exponent at 1 MV/cm = 1.63 (pure number)
Barrier width at 1 MV/cm = 1.36 nm
\end{verbatim}
